# Shape of phonon-assisted absorption edges with excitons in indirect semiconductors, part 1

(Sections cited here and not found follow in the second part.)

Q: I am told that in an indirect semiconductor the attraction of electron and hole changes the shape of each phonon-assisted absorption edge, and that the phonon is responsible because it sets the centre of mass of the pair free. In a direct gap an exciton is a sharp line, and I do not see why a phonon of fixed energy should do more than shift that line. What model do you claim this for?

A: I use Hartree atomic units, $\hbar=m_0=e=1$, with Gaussian fields, so that $c$ is the inverse fine-structure constant. The crystal is three-dimensional, with volume $V=Nv_c$ made of $N$ cells of volume $v_c$. The valence band is non-degenerate apart from spin and has its maximum at $\mathbf k=0$. The conduction band has $N_v$ equivalent minima, one of them at $\mathbf k_0\neq0$. Near the extrema the bands are parabolic and, for now, isotropic. An electron at $\mathbf k_0+\mathbf k_e$ and an empty valence state at $\mathbf k_v$ form a pair. Removing an electron of wavevector $\mathbf k_v$ leaves the crystal with $-\mathbf k_v$, so the hole carries $\mathbf k_h=-\mathbf k_v$. The pair has energy and total wavevector

$$E_g+\frac{k_e^2}{2m_e}+\frac{k_h^2}{2m_h},\qquad \mathbf k_0+\mathbf K,\qquad \mathbf K=\mathbf k_e+\mathbf k_h .$$

Electron and hole attract through $-1/(\epsilon r)$ with a static dielectric constant $\epsilon$. This effective-mass description requires a pair much larger than a cell, and it neglects electron-hole exchange and the coupling between valleys. One phonon branch of frequency $\Omega$ and thermal occupation $n=1/(e^{\Omega/k_BT}-1)$ is coupled weakly to the electrons, I keep one-phonon processes only, and the final states have no lifetime width.

Q: Start from something I can measure. How does the absorption coefficient follow from a transition amplitude, factors included?

A: Take $\mathbf A(t)=A_0\hat{\mathbf e}\cos\omega t$. The wavelength of light is far longer than a cell or an exciton, so I drop the spatial dependence. For charge $-1$ the kinetic energy is $(\mathbf p+\mathbf A/c)^2/2$, whose term linear in the field is $(A_0/2c)\,\hat p\,(e^{-i\omega t}+e^{i\omega t})$ with $\hat p=\hat{\mathbf e}\cdot\mathbf p$. The part with $e^{-i\omega t}$ absorbs. Suppose, as I show next, that the rate is

$$W=2\pi\Big(\frac{A_0}{2c}\Big)^2\sum_f|T_f|^2\,\delta(\omega-E_f),$$

with $E_f$ measured from the initial state. The field $-\dot{\mathbf A}/c$ has amplitude $\mathcal E_0=\omega A_0/c$. A medium with $P=\chi\mathcal E$ takes up the mean power per volume $\overline{\mathcal E\dot P}=\omega\chi_2\mathcal E_0^2/2$, since only the out-of-phase part $\chi_2$ of the response does work, and $\varepsilon=1+4\pi\chi$ turns this into $\omega\varepsilon_2\mathcal E_0^2/8\pi$. Setting it equal to $\omega W/V$,

$$\varepsilon_2=\frac{8\pi W}{V\mathcal E_0^2}=\frac{8\pi}{V}\cdot2\pi\,\frac{A_0^2}{4c^2}\cdot\frac{c^2}{\omega^2A_0^2}\sum_f|T_f|^2\delta(\omega-E_f)=\frac{4\pi^2}{\omega^2V}\sum_f|T_f|^2\delta(\omega-E_f).$$

In a weakly absorbing medium of refractive index $n_r$ the magnetic amplitude is $n_r\mathcal E_0$, and the mean Poynting flux is $cn_r\mathcal E_0^2/8\pi$. The absorption coefficient is absorbed power per volume over flux, $\alpha=\omega\varepsilon_2/(n_rc)$. No pairs are present at the start, so there is no stimulated emission of light to subtract.

Q: And $T_f$? The photon cannot take an electron from $\mathbf k=0$ to $\mathbf k_0$.

A: It cannot, so the first-order amplitude into the valley vanishes and we go to second order, once in the light and once in the electron-phonon coupling $H_{ph}$. Switch the light on slowly with $e^{\gamma t}$, $\gamma\to0^+$, and write $V_{\lambda0}=(A_0/2c)\langle\lambda|\hat p|0\rangle$. In the interaction picture the amplitude of an intermediate state obeys $i\dot c_\lambda=V_{\lambda0}e^{i(E_\lambda-\omega)t+\gamma t}$. Integrating from $-\infty$ and using $-i/(iX+\gamma)=1/(-X+i\gamma)$,

$$c_\lambda=\frac{V_{\lambda0}\,e^{i(E_\lambda-\omega)t+\gamma t}}{\omega-E_\lambda+i\gamma}.$$

The static $H_{ph}$ then feeds the final state, $i\dot c_f=\sum_\lambda\langle f|H_{ph}|\lambda\rangle e^{i(E_f-E_\lambda)t}c_\lambda$. The phases combine to $e^{i(E_f-\omega)t+\gamma t}$, and the same integral gives

$$c_f=\frac{A_0}{2c}\,\frac{T_f\,e^{i(E_f-\omega)t+\gamma t}}{\omega-E_f+i\gamma},\qquad T_f=\sum_\lambda\frac{\langle f|H_{ph}|\lambda\rangle\langle\lambda|\hat p|0\rangle}{\omega-E_\lambda}.$$

I dropped $i\gamma$ in $T_f$ because no intermediate state is resonant: $\omega$ lies below every direct gap. The rate is $d|c_f|^2/dt=(A_0/2c)^2|T_f|^2\,2\gamma e^{2\gamma t}/[(\omega-E_f)^2+\gamma^2]$, and the Lorentzian $2\gamma/(X^2+\gamma^2)$ has area $2\pi$ and tends to $2\pi\delta(X)$. That is the rate used above. The other order, phonon first and photon second, is obtained in the same way with $\omega$ absent from the first step, and adds to $T_f$ the terms $\langle f|\hat p|\lambda'\rangle\langle\lambda'|H_{ph}|0\rangle/(-E_{\lambda'})$. There the phonon must itself create a virtual pair, so the denominator is of the size of a gap.

Q: What is $H_{ph}$, and where do the thermal factors come from?

A: The displacement in cell $l$ is a sum over modes, $u_l\propto N^{-1/2}\sum_{\mathbf q}(b_{\mathbf q}+b^\dagger_{-\mathbf q})e^{i\mathbf q\cdot\mathbf R_l}$, the factor $N^{-1/2}$ normalizing each mode over $N$ cells. The coupling linear in $u$ therefore has the form

$$H_{ph}=\frac{1}{\sqrt N}\sum_{\mathbf k,\mathbf q}g\;c^\dagger_{c,\mathbf k+\mathbf q}c_{d,\mathbf k}\,(b_{\mathbf q}+b^\dagger_{-\mathbf q})+\text{h.c.},$$

where $g$ is an energy independent of $N$, $d$ labels a conduction band at the zone centre with direct gap $E_d$, and $c$ labels the valley. Similar terms scatter the hole. The electron gains $\mathbf q$ either by absorbing a phonon $\mathbf q$ or by emitting a phonon $-\mathbf q$. In a mode with $m$ quanta the squared matrix elements of $b$ and $b^\dagger$ are $m$ and $m+1$, with thermal averages $n$ and $n+1$. The two processes end in different phonon states, so their rates add. With the upper sign for emission throughout, the factor is $n+\tfrac12\pm\tfrac12$ and $E_f=E_{\rm pair}\pm\Omega$.

Take first a pair without attraction. The photon lifts an electron vertically at $\mathbf k_v=-\mathbf k_h$ into band $d$ with matrix element $p$, at an energy $E_d+k_h^2/2\mu_d$, where $\mu_d$ is the reduced mass of the direct transition. The phonon then moves the electron to $\mathbf k_0+\mathbf k_e$, which needs $\mathbf q=\mathbf k_0+\mathbf k_e-\mathbf k_v=\mathbf k_0+\mathbf K$. Define the excess energy $x=\omega\mp\Omega-E_g$ and $\Delta=E_d-E_g\mp\Omega$, so that $\omega-E_d=x-\Delta$. Apart from the thermal factor the amplitude is

$$\frac{1}{\sqrt N}\,\frac{gp}{x-\Delta-k_h^2/2\mu_d}\approx\frac{\mathcal A}{\sqrt N},\qquad\mathcal A=-\frac{gp}{\Delta}.$$

A second route makes the vertical pair near $\mathbf k_0$ and lets the phonon carry the hole to the zone centre, with the direct gap at $\mathbf k_0$ in the denominator. All routes lead to the same final state, so their amplitudes add into one $\mathcal A$. I call the process allowed when this sum is nonzero at $\mathbf k_e=\mathbf k_h=0$, and I assume that until you ask otherwise.

Q: You said the phonon frees the momentum. To me it looks like one more conservation law, $\mathbf q=\mathbf k_0+\mathbf K$. How does a constraint free anything?

A: It is a constraint on the phonon, and the crystal can always meet it. A branch has one mode for every wavevector in the zone. For any pair momentum $\mathbf K$ there is exactly one mode with $\mathbf q=\mathbf k_0+\mathbf K$, available for absorption with weight $n$ and, as $-\mathbf q$, for emission with weight $n+1$. The final states are labelled by the pair state and by the mode whose occupation changed. The sum over the mode is used up by the conservation law, and an unrestricted sum over pair states remains, $\mathbf K$ included. With the photon alone there is no such sum to spend: the conservation law falls on the pair and fixes its total wavevector at zero. The energy cost of the phonon hardly depends on which mode is used, because the relevant $K$ is a small fraction of the zone, so a range of $\mathbf K$ is reached at almost the same $\Omega$.

Q: With attraction $\mathbf k_e$ and $\mathbf k_h$ are no longer good labels. Is $\mathbf K$?

A: Yes, because the attraction depends only on $\mathbf r=\mathbf r_e-\mathbf r_h$. Let $M=m_e+m_h$, $\mu=m_em_h/M$, $\mathbf X=(m_e\mathbf r_e+m_h\mathbf r_h)/M$, and set

$$\mathbf k_e=\mathbf k+\frac{m_e}{M}\mathbf K,\qquad\mathbf k_h=-\mathbf k+\frac{m_h}{M}\mathbf K .$$

Then $\mathbf k_e\cdot\mathbf r_e+\mathbf k_h\cdot\mathbf r_h=\mathbf k\cdot\mathbf r+\mathbf K\cdot\mathbf X$, so $\mathbf k$ and $\mathbf K$ are conjugate to $\mathbf r$ and $\mathbf X$. For each Cartesian component the Jacobian determinant of $(k_e,k_h)$ with respect to $(K,k)$ is $(m_e/M)(-1)-(1)(m_h/M)=-1$, so the counting of states is unchanged. The kinetic energy is

$$\frac{k^2}{2m_e}+\frac{\mathbf k\cdot\mathbf K}{M}+\frac{m_eK^2}{2M^2}+\frac{k^2}{2m_h}-\frac{\mathbf k\cdot\mathbf K}{M}+\frac{m_hK^2}{2M^2}=\frac{K^2}{2M}+\frac{k^2}{2\mu}.$$

The cross terms cancel. The eigenstates are a plane wave in $\mathbf X$ times a solution of

$$\Big[-\frac{\nabla^2}{2\mu}-\frac1{\epsilon r}\Big]\phi_\nu=\varepsilon_\nu\phi_\nu,\qquad E_{\rm pair}=E_g+\frac{K^2}{2M}+\varepsilon_\nu ,$$

where $\nu$ runs over bound and scattering states. Every level $\varepsilon_\nu$ is thus the bottom of a band in $\mathbf K$. In a direct gap light sees only the single point $\mathbf K=0$ of each band, which is why a bound level is a line.

Q: How strongly is the state $(\mathbf K,\nu)$ excited?

A: Expand it in free pairs. With $\tilde\phi_\nu(\mathbf k)=\int\phi_\nu(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d^3r$,

$$|\mathbf K,\nu\rangle=\frac1{\sqrt V}\sum_{\mathbf k}\tilde\phi_\nu(\mathbf k)\,|\mathbf k,\mathbf K\rangle ,$$

which is normalized because $V^{-1}\sum_{\mathbf k}|\tilde\phi_\nu|^2=\int|\phi_\nu|^2d^3r=1$. If every free pair is reached with the same amplitude $\mathcal A/\sqrt N$, then, using the inverse transform $V^{-1}\sum_{\mathbf k}\tilde\phi_\nu(\mathbf k)=\phi_\nu(0)$,

$$T=\frac{\mathcal A}{\sqrt N}\frac1{\sqrt V}\sum_{\mathbf k}\tilde\phi^*_\nu(\mathbf k)=\mathcal A\sqrt{\frac VN}\,\phi^*_\nu(0)=\mathcal A\sqrt{v_c}\,\phi^*_\nu(0).$$

A constant amplitude in $\mathbf k$ means that the pair is created at one point: the virtual state lasts a time $1/\Delta$, too short for the two particles to separate. Without spin-orbit coupling neither photon nor phonon flips a spin, so the electron may be taken from either spin band, which gives a factor 2, and the valleys give $N_v$, with $|\mathcal A|^2$ understood as the valley average for the given polarization. Inserting in $\varepsilon_2$ and $\alpha=\omega\varepsilon_2/n_rc$,

$$\alpha(\omega)=\frac{8\pi^2N_vv_c|\mathcal A|^2}{\omega n_rc}\sum_\pm\big(n+\tfrac12\pm\tfrac12\big)J(\omega\mp\Omega-E_g),$$

$$J(x)=\frac1V\sum_{\mathbf K}\sum_\nu|\phi_\nu(0)|^2\,\delta\Big(x-\frac{K^2}{2M}-\varepsilon_\nu\Big).$$

I have written one $|\mathcal A|^2$ for both signs; strictly $\Delta$ differs by $2\Omega$ between them.

Q: So what shape does each edge have?

A: Do the $\mathbf K$ sum. With $V^{-1}\sum_{\mathbf K}\to(2\pi)^{-3}\int4\pi K^2dK$ and $E=K^2/2M$, so that $K=\sqrt{2ME}$ and $dK=M\,dE/K$,

$$\frac1V\sum_{\mathbf K}\delta\Big(E-\frac{K^2}{2M}\Big)=\frac{MK}{2\pi^2}=\frac{(2M)^{3/2}}{4\pi^2}\sqrt E\equiv\rho_M(E)\quad(E>0),$$

and zero for $E<0$. Hence

$$J(x)=\frac{(2M)^{3/2}}{4\pi^2}\sum_\nu|\phi_\nu(0)|^2\sqrt{x-\varepsilon_\nu},$$

each root counted only where it is real. A discrete level with $\phi_\nu(0)\neq0$ contributes a square root that starts at $x=\varepsilon_\nu$. It is the density of states of a single free particle of mass $M$. The line of the direct gap, $|\phi_\nu(0)|^2\delta(x-\varepsilon_\nu)$, has been convolved with $\rho_M$. The lowest level, $\varepsilon_1=-R$, sets the onset at $\omega=E_g-R\pm\Omega$. The onset therefore lies at the exciton energy plus or minus the phonon energy, once for each sign and each branch, and it is the first of a series of roots, one for each bound $s$ level.

Q: The $\mathbf K$ sum is there without attraction too. Why is the free edge not also a root?

A: Because then the relative motion is free as well, and a second continuum is folded in. For plane waves $|\phi_{\mathbf k}(0)|^2=1/V$, and the sum over $\nu$ becomes $\int d\varepsilon\,\rho_\mu(\varepsilon)$, with $\rho_\mu$ the same function with $\mu$ in place of $M$. The integral needed is done with $\varepsilon=x\sin^2\theta$, $d\varepsilon=2x\sin\theta\cos\theta\,d\theta$:

$$\int_0^x\sqrt\varepsilon\sqrt{x-\varepsilon}\,d\varepsilon=2x^2\int_0^{\pi/2}\sin^2\theta\cos^2\theta\,d\theta=2x^2\cdot\frac\pi{16}=\frac{\pi x^2}8 .$$

With $(2M)^{3/2}(2\mu)^{3/2}=8(m_em_h)^{3/2}$, because $M\mu=m_em_h$,

$$J_0(x)=\frac{8(m_em_h)^{3/2}}{16\pi^4}\cdot\frac{\pi x^2}8=\frac{(m_em_h)^{3/2}}{16\pi^3}\,x^2 .$$

The powers can be counted. With $D$ free momentum components and a quadratic energy, the number of states below $x$ grows as $x^{D/2}$ and their density as $x^{D/2-1}$. Two free particles have $D=6$ and give $x^2$. Binding removes the three relative components and leaves $D=3$, hence $x^{1/2}$. Both ingredients are needed: the attraction makes the relative motion discrete, and the phonon keeps the centre-of-mass motion continuous.

Q: I want the levels and weights derived, not recalled.

A: Define $a=\epsilon/\mu$ and $R=\mu/2\epsilon^2$. Then $1/(2\mu a^2)=R$ and $1/(\epsilon a)=2R$, so with lengths in $a$ and energies $e=\varepsilon/R$, and $\phi=(u/r)Y_{lm}$,

$$-u''+\frac{l(l+1)}{r^2}u-\frac2ru=e\,u .$$

For $e=-\kappa^2$ put $u=e^{-\kappa r}\sum_mc_mr^{\sigma}$ with $\sigma=m+l+1$. Then $u''=e^{-\kappa r}\sum c_m[\sigma(\sigma-1)r^{\sigma-2}-2\kappa\sigma r^{\sigma-1}+\kappa^2r^\sigma]$. The $\kappa^2$ terms cancel against $e$. Collecting the power $r^{\sigma-1}$ and using $(\sigma+1)\sigma-l(l+1)=(m+1)(m+2l+2)$,

$$(m+1)(m+2l+2)\,c_{m+1}=2[\kappa(m+l+1)-1]\,c_m .$$

If the series does not stop, $c_{m+1}/c_m\to2\kappa/m$, it grows as $e^{2\kappa r}$ and $u$ is not normalizable. It stops at $m=n_\rho$ when $\kappa=1/(n_\rho+l+1)$. So $e=-1/j^2$ with $j=n_\rho+l+1$. Nothing in this required $l$ to be an integer, which I use below.

Only $l=0$ has $\phi(0)\neq0$, since $u\sim r^{l+1}$, and there $|\phi(0)|^2=u'(0)^2/4\pi$. Multiply the $l=0$ equation, written $-u''+Uu=eu$ with $U=-2/r$, by $2u'$ and integrate from $0$ to $\infty$. The first term gives $-[u'^2]_0^\infty=u'(0)^2$. The second, integrated by parts, gives $-\int U'u^2dr$, the boundary term vanishing because $u^2/r\to0$. The right side gives $e[u^2]_0^\infty=0$. Thus $u'(0)^2=\langle U'\rangle=2\langle r^{-2}\rangle$. The Hellmann-Feynman theorem with $l$ as the parameter at fixed $n_\rho$ gives $(2l+1)\langle r^{-2}\rangle=de/dl=2/j^3$, so at $l=0$ $\langle r^{-2}\rangle=2/j^3$ and $u'(0)^2=4/j^3$. Restoring units,

$$\varepsilon_j=-\frac R{j^2},\qquad|\phi_j(0)|^2=\frac1{\pi a^3j^3}.$$

Q: And the scattering states? They feel the attraction too.

A: They do, and strongly. For $e=k^2$ and $l=0$ write $u=rw$, so $u''=rw''+2w'$ and the equation becomes $rw''+2w'+(2+k^2r)w=0$. Try $w=\int_{-1}^1e^{ikrt}f(t)\,dt$, which is regular at $r=0$. The terms $rw''+k^2rw$ give $k^2(1-t^2)f\,re^{ikrt}$ under the integral. Since $re^{ikrt}=(ik)^{-1}\partial_te^{ikrt}$, integration by parts turns this into $ik\,[(1-t^2)f]'e^{ikrt}$, provided $(1-t^2)f$ vanishes at the ends. The other terms give $(2ikt+2)fe^{ikrt}$. The integrand vanishes if $ik(1-t^2)f'-2iktf+2iktf+2f=0$, that is $f'/f=2i\eta/(1-t^2)$ with $\eta=1/k=\sqrt{R/\varepsilon}$. Therefore

$$f(t)=\Big(\frac{1+t}{1-t}\Big)^{i\eta},$$

which has modulus one on the segment, so the end condition holds.

For the value at the origin set $t=\tanh s$, which gives $f=e^{2i\eta s}$ and $w(0)=\int_{-\infty}^\infty e^{2i\eta s}\,\mathrm{sech}^2s\,ds$. Shifting $s\to s+i\pi$ leaves $\mathrm{sech}^2$ unchanged and multiplies the exponential by $e^{-2\pi\eta}$, so the rectangle between the two lines gives $w(0)(1-e^{-2\pi\eta})=2\pi i\,\mathrm{Res}$. The one pole is at $s=i\pi/2+z$, where $\cosh s=i\sinh z$ and $\mathrm{sech}^2s=-1/z^2+O(1)$. The residue is $-2i\eta e^{-\pi\eta}$, so $w(0)=4\pi\eta e^{-\pi\eta}/(1-e^{-2\pi\eta})=2\pi\eta/\sinh\pi\eta$.

For large $r$, note that $f$ is analytic and bounded in the upper half-plane between the vertical lines through $\pm1$, where $e^{ikrt}$ decays. The segment can be replaced by the path up from $-1$ and the path down to $+1$. On the second, $t=1+i\tau$ and $1-t=\tau e^{-i\pi/2}$, so $(1-t)^{-i\eta}=\tau^{-i\eta}e^{-\pi\eta/2}$. For $kr\gg1$ only small $\tau$ matters and $1+t\approx2$, giving

$$-i\,e^{ikr}\,2^{i\eta}e^{-\pi\eta/2}\int_0^\infty e^{-kr\tau}\tau^{-i\eta}d\tau=-\frac{i}{kr}\,e^{-\pi\eta/2}\,\Gamma(1-i\eta)\,e^{i(kr+\eta\ln2kr)} .$$

The substitution $t\to-t$ conjugates the integrand, so $w$ is real and the other end supplies the complex conjugate. Hence $w\to2|\Gamma(1-i\eta)|e^{-\pi\eta/2}\sin\theta/(kr)$ with $\theta=kr+\eta\ln2kr+\arg\Gamma(1-i\eta)$. The modulus follows from the integral already done: with $t=2z-1$, $w(0)=2\int_0^1z^{i\eta}(1-z)^{-i\eta}dz=2\Gamma(1+i\eta)\Gamma(1-i\eta)/\Gamma(2)$ by Euler's beta integral, so $|\Gamma(1-i\eta)|^2=\pi\eta/\sinh\pi\eta$.

Put the pair in a sphere of radius $L\to\infty$. Normalization fixes the far amplitude of $u$ at $\sqrt{2/L}$ with or without attraction, and the levels $\theta(L)=j\pi$ have density $L/\pi$ in $k$ up to a term of order $\ln L$, negligible against $L$. The contact density is therefore changed by the squared ratio of origin value to far amplitude, relative to the free solution $w_0=2\sin kr/(kr)$ with $w_0(0)=2$:

$$S=\frac{[w(0)/2]^2}{|\Gamma(1-i\eta)|^2e^{-\pi\eta}}=\frac{\pi\eta\,e^{\pi\eta}}{\sinh\pi\eta}=\frac{2\pi\eta}{1-e^{-2\pi\eta}} .$$

This is the Sommerfeld factor. Since $2\mu=1/(Ra^2)$, the free density $\rho_\mu$ is $\sqrt e/4\pi^2$ in units of $a^{-3}R^{-1}$, and multiplying by $S$ with $\eta=1/\sqrt e$ gives the contact density $1/[2\pi(1-e^{-2\pi/\sqrt e})]$.

We have shown that, in the allowed case, each discrete exciton level with $\phi_\nu(0)\neq0$ contributes a square-root edge, whereas free pairs give $x^2$, and we have derived the Coulomb levels and the contact weights of bound and scattering states. It remains to assemble the full curve, test the constant-amplitude assumption and the limits of the square-root law, and work out a numerical example.
